# Gas Permeation Through Laminates: Concentration Jumps and Layer Resistance

Bond a film of PET to a film of polyethylene (PE) and hang the pair in a closed jar of water vapour at 2 kPa and 298 K. Wait until nothing changes. No water is flowing anywhere, so the concentration is uniform within each layer, and each layer holds what it would hold if it hung in the jar alone.

In round numbers typical of these two polymers, PET takes up 3 mg of water per cm³ for each kPa of vapour, and PE takes up 0.02. The PET therefore holds 6 mg/cm³ right up to the bonded face, and the PE holds 0.04 mg/cm³ right up to the same face. The concentration changes by a factor of 150 at the interface, and no water crosses on balance. A jump in concentration is thus compatible with equilibrium. Here equilibrium requires it.

## The belief and its appeal

The belief at issue is that a dissolved gas must have a continuous concentration across the interface of a laminate, so that each layer resists permeation by $L/D$, its thickness divided by its diffusivity.

The argument for it looks sound. Within each layer Fick's law holds,

$$J=-D\,\frac{dc}{dx},$$

where $J$ is the flux and $c$ the concentration. In steady state no gas accumulates, so $J$ is the same at every depth. With constant $D$, integration across one layer gives a concentration drop $\Delta c=JL/D$. Up to this point everything is correct: $L/D$ is the resistance of a single layer to a concentration difference between two points inside it.

The next step is the faulty one. If $c$ had a single value $c_i$ at the interface, the drops would be

$$c_{\rm up}-c_i=J\frac{L_1}{D_1},\qquad c_i-c_{\rm down}=J\frac{L_2}{D_2}.$$

Adding them would remove $c_i$ and leave

$$J_{\rm naive}=\frac{c_{\rm up}-c_{\rm down}}{L_1/D_1+L_2/D_2}.$$

Heat conduction seems to support this, since temperature is continuous between two slabs in good contact and thermal resistances add. But the quantity that corresponds to concentration is the energy per volume, not the temperature. For constant heat capacity per volume $C$, the energy per volume is $CT$ plus a constant, and it changes abruptly where $C$ does. The thermal diffusivity is $\alpha=\kappa/C$, with $\kappa$ the conductivity, so the thermal resistance is $L/\kappa=L/(\alpha C)$. It contains a capacity as well as a diffusivity. Solubility is the corresponding capacity for gas.

The jar shows what goes wrong. The outer faces of the film hold $S_1p$ and $S_2p$, where $S$ is the uptake per unit pressure. The naive formula then predicts

$$J_{\rm naive}=\frac{(S_1-S_2)\,p}{L_1/D_1+L_2/D_2},$$

which is not zero. For 12 µm of PET and 50 µm of PE, with the diffusivities given below, it amounts to 15.84 g/(m² day), flowing for ever between two sides at the same pressure and temperature. Such a flow could drive a small turbine with heat drawn from a single reservoir, which the second law forbids. The assumption of continuous $c$ has to go.

## What is continuous

Let $N$ gas molecules occupy $M$ equivalent sites in a solid, at most one per site, each with energy $\varepsilon$. The number of arrangements is $M!/[N!(M-N)!]$, so with $k$ Boltzmann's constant and $T$ the temperature, the free energy is

$$F=N\varepsilon-kT\ln\frac{M!}{N!\,(M-N)!}.$$

For large numbers, $\ln N!\approx N\ln N-N$, whose derivative with respect to $N$ is $\ln N$. Likewise the derivative of $\ln (M-N)!$ is $-\ln(M-N)$. The chemical potential, the free energy needed to add one molecule, is therefore

$$\mu=\frac{\partial F}{\partial N}=\varepsilon+kT\ln\frac{N}{M-N}\approx\varepsilon+kT\ln\frac{N}{M}.$$

The last form holds when few sites are filled. Since $c$ is proportional to $N/M$, we can write for layer $i$

$$\mu=\mu_i^0+kT\ln\frac{c}{c_{\rm ref}},$$

where $c_{\rm ref}$ is a fixed reference concentration and $\mu_i^0$ contains the binding energy and the density of sites.

Now let $dN$ molecules pass from layer 1 to layer 2. The free energy changes by $(\mu_2-\mu_1)\,dN$. At equilibrium no small transfer may lower it, in either direction, so $\mu_1=\mu_2$. Hence

$$\mu_1^0+kT\ln\frac{c_1}{c_{\rm ref}}=\mu_2^0+kT\ln\frac{c_2}{c_{\rm ref}}
\quad\Rightarrow\quad
\frac{c_1}{c_2}=e^{(\mu_2^0-\mu_1^0)/kT}.$$

The concentrations are equal only if the two standard values $\mu^0$ are equal.

The same condition connects the solid to the gas outside. An ideal gas has $\mu=\mu_g^0+kT\ln(p/p_{\rm ref})$. For a molecule that dissolves whole, equating this to the value in the solid gives

$$c=S_i\,p,\qquad S_i=\frac{c_{\rm ref}}{p_{\rm ref}}\,e^{(\mu_g^0-\mu_i^0)/kT}.$$

This is Henry's law, with $S_i$ the solubility. Dividing $S_1$ by $S_2$ cancels the gas terms, and comparison with the previous result gives

$$\frac{c_1}{c_2}=\frac{S_1}{S_2}.$$

At equal site densities, a ratio of 150 needs a difference in binding of $kT\ln150=0.129$ eV at 298 K. A direct count tests this: distribute 40 molecules over two sets of 20 000 sites with this energy difference, weight every arrangement by its Boltzmann factor, and take the mean occupations. Their ratio is 149.71. The small shortfall comes from the sites already filled. With $N/(M-N)$ kept in $\mu$, the ratio is multiplied by $(M-N_1)/(M-N_2)$, which is about $1-40/20\,000$, or 0.2 % below one.

The molecular picture is a balance of unequal rates. To cross the interface a molecule must pass an energy top $E_t$. From site energy $\varepsilon_1$ it does so at a rate proportional to $e^{-(E_t-\varepsilon_1)/kT}$, and from the other side at a rate proportional to $e^{-(E_t-\varepsilon_2)/kT}$. Equal traffic both ways requires

$$c_1e^{-(E_t-\varepsilon_1)/kT}=c_2e^{-(E_t-\varepsilon_2)/kT},$$

for equal site densities and attempt frequencies. The top $E_t$ cancels. Molecules leave the deeper wells less readily, so more of them must be there for the traffic to balance.

## The resistance of a layer

Define at every depth the equivalent pressure $p(x)=c(x)/S_i$: the pressure of gas with which the solid at that point would be in equilibrium. Because $\mu=\mu_g^0+kT\ln(p/p_{\rm ref})$ in both layers, equal $\mu$ means equal $p$. If the interface exchanges molecules fast enough to stay close to equilibrium while gas flows, $p$ is continuous there.

Within a layer of constant $S$, $dc/dx=S\,dp/dx$, so Fick's law becomes

$$J=-DS\,\frac{dp}{dx}.$$

With $J$ uniform, integration over the two layers gives

$$p_{\rm up}-p_i=J\frac{L_1}{D_1S_1},\qquad p_i-p_{\rm down}=J\frac{L_2}{D_2S_2}.$$

This time the interface value $p_i$ really is common to both equations. Adding them removes it:

$$J=\frac{p_{\rm up}-p_{\rm down}}{\dfrac{L_1}{D_1S_1}+\dfrac{L_2}{D_2S_2}}.$$

The resistance of a layer to a pressure difference is $L/(DS)$. The product $DS$ is its permeability. How readily a layer passes gas depends both on how fast dissolved molecules move and on how many of them there are to move.

Concentration may still be used, provided that one layer's units are used throughout. Multiplying numerator and denominator by $S_1$ gives

$$J=\frac{S_1(p_{\rm up}-p_{\rm down})}{\dfrac{L_1}{D_1}+\dfrac{S_1}{S_2}\dfrac{L_2}{D_2}}.$$

The factor $S_1/S_2$ is the partition coefficient that the naive sum leaves out. If $S_1=S_2$ it is one, and adding $L/D$ is right. If layer 2 has much the larger $L/(DS)$, the flux tends to $D_2S_2(p_{\rm up}-p_{\rm down})/L_2$, and the diffusivity of layer 1 hardly matters, even if layer 1 makes up most of the thickness.

## A laminate in which the ranking reverses

Put the PET outside, facing vapour at 2.0 kPa, and the PE inside, facing a dry space. The inputs and the two candidate resistances are:

| | PET | PE |
|---|---|---|
| $L$ (µm) | 12 | 50 |
| $D$ (cm²/s) | $4\times10^{-9}$ | $2\times10^{-7}$ |
| $S$ (mg/(cm³ kPa)) | 3 | 0.02 |
| $L/D$ (s/cm) | $3.0\times10^5$ | $2.5\times10^4$ |
| $L/(DS)$ (cm² s kPa/mg) | $1.0\times10^5$ | $1.25\times10^6$ |

By $L/D$, the PET supplies 92.3 % of the resistance. By $L/(DS)$ it supplies 7.4 %, and the PE supplies 92.6 %. Water moves fifty times faster in the PE, but there is 150 times less of it at a given pressure. The permeability of the PE is therefore three times lower, and the PE is also thicker.

The flux is

$$J=\frac{2.0}{1.35\times10^6}=1.48\times10^{-6}\ \frac{\rm mg}{\rm cm^2\,s}=1.28\ \frac{\rm g}{\rm m^2\,day}.$$

The pressure drop in the PET is $1.48\times10^{-6}\times1.0\times10^5=0.148$ kPa, which leaves $p_i=1.852$ kPa at the interface. The concentrations there are $3\times1.852=5.56$ mg/cm³ on the PET side and $0.02\times1.852=0.037$ mg/cm³ on the PE side.

The naive rule, with $c_{\rm up}=6$ mg/cm³ and $c_{\rm down}=0$, gives 15.95 g/(m² day). To see where the excess comes from, let $f_i$ be the share of layer $i$ in the sum of $L/D$. With a dry downstream side, dividing the naive flux by the correct one gives

$$\frac{J_{\rm naive}}{J}=S_1\,\frac{\sum_i L_i/(D_iS_i)}{\sum_i L_i/D_i}=\sum_i f_i\,\frac{S_1}{S_i}.$$

Here this is $0.923+0.077\times150\approx12.5$. The naive rule overstates the flux because it supposes that the PE can be loaded at the interface to a concentration of which PET is capable and PE is not.

The mistake also misdirects a designer. Keep the pressures fixed and double one layer at a time. Doubling the PET lowers the flux from 1.28 to 1.19 g/(m² day), by 7 %. Doubling the PE lowers it to 0.665, by 48 %. The naive rule predicts the reverse: a 48 % reduction from the PET and 7 % from the PE. These doublings add different thicknesses, 12 and 50 µm. Per added micrometre, the PE contributes three times the resistance of the PET, as the permeabilities require.

## Turning the film over

Now let the PE face the vapour. The sum of $L/(DS)$ does not depend on the order of its terms, so the flux remains 1.28 g/(m² day). The naive rule starts instead from $c_{\rm up}=0.04$ mg/cm³ and predicts 0.106 g/(m² day), a factor of 150 below its own previous answer for the same film.

The interior has changed. The PE takes up most of the pressure drop, $1.48\times10^{-6}\times1.25\times10^6=1.852$ kPa, so the interface is at 0.148 kPa. On the PE side $c=0.0030$ mg/cm³, and on the PET side $c=0.444$ mg/cm³. Water passes from the lower concentration to the higher one.

This does not contradict diffusion. Fick's law in the form $J=-D\,dc/dx$ applies to a uniform material. Where the material changes, the flux is driven by the gradient of $\mu$:

$$J=-\frac{Dc}{kT}\frac{d\mu}{dx}=-D\frac{dc}{dx}-\frac{Dc}{kT}\frac{d\mu^0}{dx}.$$

The second equality follows from $\mu=\mu^0(x)+kT\ln(c/c_{\rm ref})$. In a uniform layer the last term vanishes and Fick's law returns. Across the interface $\mu^0$ falls steeply from PE to PET, and this pull towards stronger binding almost cancels the backward push of the concentration gradient. Setting the small difference $J$ to zero gives $d\ln c=-d\mu^0/kT$, which integrates to the jump ratio found above. The "jump" is thus a steep but continuous rise over the thickness of the transition, and $\mu$ falls all the way through the film.

A model of hopping molecules tests the series law without assuming it. Sites 10 nm apart are given energies and barriers that reproduce each layer's $D$ and $S$, and the interface barrier is the higher of the two neighbouring tops. The steady balance of hops gives 1.2798 g/(m² day) in both orientations. With equal pressures on the two sides it gives no flow.

The deficit of about 0.02 % from the series law is the resistance of the one extra hop that joins the layers. The higher top belongs to the PE, so the hop rate out of a PE site is $D_2/a^2$, with $a$ the hop length. Balance at equilibrium fixes the reverse rate at $(D_2/a^2)S_2/S_1$. The net flux over the interface is then

$$J=a\,\frac{D_2}{a^2}\left(\frac{S_2}{S_1}c_1-c_2\right)=\frac{D_2S_2}{a}\,(p_1-p_2),$$

with $p_1$ and $p_2$ the equivalent pressures on the two sites. The resistance $a/(D_2S_2)$ is that of one hop length of PE. It is proportional to $a$, and the deficit does double when the hop length is doubled.

## Where the result needs care

The last formula says how good the assumption of local equilibrium is. For a more molecular hop length of 1 nm, the interface adds 0.0019 % to the resistance of the film. If the interface had an additional barrier of height $E_b$ above the higher top, this would grow by $e^{E_b/kT}$. To equal the whole film it would need a factor of about $100/0.0019\approx5\times10^4$, hence $E_b\approx0.0257\times\ln(5\times10^4)\approx0.28$ eV. Such an interface would need a resistance of its own, and $p$ would drop across it.

Air beside the film obeys the same rule as the solid layers. The ideal gas law gives a mass per volume $pM/(RT)$, with $M$ the molar mass, so air has $S=M/(RT)=0.00727$ mg/(cm³ kPa) for water vapour. PET in equilibrium with humid air holds about 400 times as much water per volume as the air does. A still layer of air 1 cm thick, with $D$ roughly 0.25 cm²/s, has $L/(DS)=550$ cm² s kPa/mg and adds 0.04 % to the resistance of the laminate.

For a gas that splits into two atoms on dissolving, as hydrogen does in metals, Henry's law fails. One gas molecule is then in equilibrium with two dissolved atoms:

$$\mu_g^0+kT\ln\frac{p}{p_{\rm ref}}=2\left(\mu_i^0+kT\ln\frac{c}{c_{\rm ref}}\right).$$

Solving for $c$ gives $c=K_i\sqrt p$, with $K_i$ constant at fixed temperature. The concentration still jumps, by $K_1/K_2$, but the continuous variable that enters the flux linearly is $\sqrt p$. Repeating the integration gives

$$J=\frac{\sqrt{p_{\rm up}}-\sqrt{p_{\rm down}}}{\sum_i L_i/(D_iK_i)},$$

with $J$ and $c$ both counting atoms.

Diffusivity without solubility does have a role, in the time a layer takes to fill when its surface is held at a fixed concentration. If the gas must first pass through another layer, the solubilities can matter too. With PET outside, its outer face is held at fixed $c$ and its inner face is nearly sealed by the PE. The slowest disturbance is then a quarter of a sine wave across the PET, which decays at the rate $D(\pi/2L)^2$. Its decay time is $4L^2/(\pi^2D)=0.405\times360\ {\rm s}\approx146$ s. The hopping model of the whole laminate gives 142 s with sites 200 nm apart, and the value tends to 140 s as the spacing is reduced. The steady state is therefore reached in minutes, which is short compared with storage over days.

How does the example stand beside a real packaging film? The values of $D$ and $S$ are rough ones for water in PET and low-density polyethylene near room temperature, and they vary with crystallinity, orientation and grade. A flux of the order of one gram per m² and day is a reasonable size for such a film. Of the effects estimated in this paragraph, a change of temperature is the largest. With rough activation energies for permeability of 0.03 eV in PET and 0.35 eV in PE, warming to 308 K at the same vapour pressure raises the flux by a factor of 1.50. An adhesive layer of 2 µm, if as tight as PE, would add 3.7 % to the resistance. The uptake of water is also not quite proportional to pressure. A Flory–Huggins estimate puts 5.4 % more water in the outer face of the PET, but raises the flux by only 0.4 % if the mobility of the molecules is constant, or 0.8 % if $D$ in Fick's law is constant. The effect is small because the PET carries little of the resistance. Flory–Huggins theory describes a rubbery polymer, whereas PET is a glass at 298 K, where the filling of fixed voids can bend the isotherm the other way. For real PET these figures therefore fix neither the size nor the sign of the correction; what carries over is that curvature in the layer with the small share of resistance changes the flux little. In a polymer that swells strongly, $D$ and $S$ would depend on the local water content, and no single number $L/(DS)$ would describe the layer.

None of the effects estimated in the preceding paragraph approaches the factor of 12.5 made by assuming a continuous concentration. The numerical output below lists the values for both orientations.

## Calculated quantities

```
temperature 298 K, kT = 0.02568 eV
vapour pressure outside 2.0 kPa, inside 0.0 kPa
PET: L = 12 um, D = 4.0e-09 cm2/s, S = 3.00 mg/(cm3 kPa)
PET: permeability D S = 1.20e-08 mg/(cm s kPa)
PET: L/D = 3.000e+05 s/cm, share 92.3 %
PET: L/(D S) = 1.000e+05 cm2 s kPa/mg, share 7.4 %
PE: L = 50 um, D = 2.0e-07 cm2/s, S = 0.02 mg/(cm3 kPa)
PE: permeability D S = 4.00e-09 mg/(cm s kPa)
PE: L/D = 2.500e+04 s/cm, share 7.7 %
PE: L/(D S) = 1.250e+06 cm2 s kPa/mg, share 92.6 %
sum of L/D = 3.250e+05 s/cm
sum of L/(D S) = 1.350e+06 cm2 s kPa/mg
solubility ratio PET/PE = 150.0; from counting 149.71
well depth difference for this ratio = 0.129 eV
flux, series law = 1.4815e-06 mg/(cm2 s) = 1.280 g/(m2 day)
flux, hopping chain, PET outside = 1.2798 g/(m2 day)
flux, hopping chain, PE outside = 1.2798 g/(m2 day)
chain error growth on doubling the hop length = 2.000
PET outside: outer face c = 6.000 mg/cm3
PET outside: interface p = 1.8519 kPa
PET outside: interface c = 5.556 (PET), 0.03704 (PE) mg/cm3
PE outside: outer face c = 0.0400 mg/cm3
PE outside: interface p = 0.1481 kPa
PE outside: interface c = 0.00296 (PE), 0.4444 (PET) mg/cm3
naive flux, PET outside = 15.95 g/(m2 day)
naive flux, PE outside = 0.1063 g/(m2 day)
naive flux at 2 kPa on both sides = 15.84 g/(m2 day)
chain flux at 2 kPa on both sides, size = 0.0e+00 g/(m2 day)
PET doubled: flux = 1.192 g/(m2 day), naive = 8.29 g/(m2 day)
PE doubled: flux = 0.665 g/(m2 day), naive = 14.81 g/(m2 day)
neglected: curved isotherm (p_sat 3.2 kPa) raises PET c at the outer face by 5.4 %, flux by 0.40 %
air: S = 0.00727 mg/(cm3 kPa), c at 2 kPa = 0.01454 mg/cm3
PET/air concentration ratio = 413
neglected: 1 cm still air, D = 0.25 cm2/s, L/(D S) = 550 cm2 s kPa/mg, adds 0.041 %
neglected: 2 um adhesive as tight as PE adds 3.7 % resistance
neglected: one extra 1 nm interface hop adds 0.0019 %
neglected: at 308 K (activation 0.03 eV PET, 0.35 eV PE), same pressure, flux = 1.92 g/(m2 day), factor 1.50
neglected: slowest relaxation time to steady state = 142 s
```
